# Silylene lifetime against capture by 10 nm particles at 900 K: test program

```python
"""
Result under test: the partial lifetime of silylene (SiH2) against capture by
N spherical particles per volume, radius a, unit sticking, free-molecular flow:
    tau = 1 / (N * pi * a^2 * vbar),   vbar = sqrt(8 kT / (pi m)).
m: SiH2 mass; kT: thermal energy; D: diffusion coefficient of SiH2 in nitrogen;
C3: coefficient of the attraction -C3/z^3 between SiH2 and a flat surface.
SI units are used inside, except for the attraction (eV and angstrom).
The program also sizes effects that the simple lifetime leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_bvp, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import gamma

rng = np.random.default_rng(12345)


def mean_speed(thermal_energy, mass):
    return np.sqrt(8 * thermal_energy / (np.pi * mass))


# ---------------- inputs ----------------
temperature = 900.0
particle_density = 1e9 * 1e6
radius = 10e-9
amu = const.atomic_mass
mass = (28.085 + 2 * 1.008) * amu
mass_n2 = 2 * 14.007 * amu
pressure_torr = 760.0
silane_fraction = 1e-3
gap = 0.02
diameter = 0.4e-9          # rough SiH2-N2 collision diameter
molecule_radius = 0.2e-9   # rough
C3 = 3.0                   # rough, eV angstrom^3
k_insertion = 1e-10 * 1e-6 # rough, SiH2 + SiH4, m^3/s
solid_density = 2330.0     # rough density of silicon, kg/m^3

# ---------------- main result ----------------
kT = const.k * temperature
kT_eV = kT / const.e
vbar = mean_speed(kT, mass)
area = np.pi * radius**2
rate = particle_density * area * vbar
tau = 1 / rate
assert abs(tau - 4e-3) < 0.1e-3

# Mean speed from the Maxwell distribution
v_th = np.sqrt(kT / mass)
speed_integral = quad(lambda x: np.sqrt(2 / np.pi) * x**3
                      * np.exp(-x * x / 2), 0, 12)[0] * v_th
assert abs(speed_integral / vbar - 1) < 1e-8

# Random free flights: count molecules that reach a unit sphere in time t
flight_time, half_box = 0.5, 4.0
samples, hits = 4_000_000, 0
for _ in range(20):
    size = samples // 20
    pos = rng.uniform(-half_box, half_box, (size, 3))
    vel = rng.normal(size=(size, 3))
    r2 = np.einsum('ij,ij->i', pos, pos)
    v2 = np.einsum('ij,ij->i', vel, vel)
    pv = np.einsum('ij,ij->i', pos, vel)
    disc = pv**2 - v2 * (r2 - 1)
    arrival = (-pv - np.sqrt(np.maximum(disc, 0))) / v2
    hits += np.count_nonzero((r2 > 1) & (pv < 0) & (disc > 0)
                             & (arrival <= flight_time))
mc_rate = hits / samples * (2 * half_box)**3 / flight_time
formula_rate = np.pi * mean_speed(1.0, 1.0)
mc_ratio = mc_rate / formula_rate
# four standard errors of the counted number
assert abs(mc_ratio - 1) < 4 / np.sqrt(hits)

# Velocity renewal: capture proportional to speed, time unit tau
nodes, weights = np.polynomial.legendre.leggauss(200)
speeds = 5 * (nodes + 1)
w = 5 * weights * np.sqrt(2 / np.pi) * speeds**2 * np.exp(-speeds**2 / 2)
w /= w.sum()
relative_speed = speeds / mean_speed(1.0, 1.0)
renewal = 1000.0
matrix = np.diag(relative_speed + renewal) \
    - renewal * np.sqrt(np.outer(w, w))
slowest = np.linalg.eigvalsh(matrix)[0]
assert abs(slowest - 1) < 1e-3
assert abs((1 - slowest) * renewal - (3 * np.pi / 8 - 1)) < 2e-3
survival_no_renewal = np.sum(w * np.exp(-relative_speed))
assert survival_no_renewal > np.exp(-1) + 0.01

# ---------------- diffusion in the carrier gas ----------------
gas_density = pressure_torr * const.torr / kT
mu = mass * mass_n2 / (mass + mass_n2)
gbar = mean_speed(kT, mu)
D = 3 * kT / (4 * mu * gas_density * np.pi * diameter**2 * gbar)
mean_free_path = 3 * D / vbar
renewal_rate = kT / (mass * D)
beta = radius * vbar / (4 * D)
diffusion_factor = 1 / (1 + beta)
assert mean_free_path > 10 * radius
assert renewal_rate * tau > 1e4

# Drag integral for relative velocities with a small drift
drift = 0.05
gx = np.linspace(-8, 8, 1601)[:, None]
gp = np.linspace(0, 8, 801)[None, :]
density = np.exp(-((gx - drift)**2 + gp**2) / 2) * gp / np.sqrt(2 * np.pi)
cell = 0.01 * 0.01
drag = np.sum(density * np.sqrt(gx**2 + gp**2) * gx) * cell
# tolerance covers the second-order effect of the finite drift
assert abs(drag / (4 / 3 * mean_speed(1, 1) * drift) - 1) < 2e-3
# Hard spheres lose on average the whole relative momentum per collision
loss = quad(lambda b: 2 * b * (1 - np.cos(np.pi - 2 * np.arcsin(b))), 0, 1)[0]
assert abs(loss - 1) < 1e-8

# Radial diffusion with surface uptake, test case with uptake number one
outer, test_beta = 1000.0, 1.0
mesh = np.geomspace(1, outer, 300)
solution = solve_bvp(
    lambda r, y: np.vstack((y[1] / r**2, 0 * r)),
    lambda ya, yb: np.array([ya[1] - test_beta * ya[0], yb[0] - 1]),
    mesh, np.ones((2, mesh.size)), tol=1e-5, max_nodes=20000)
assert solution.success
# tolerance covers the finite outer radius
assert abs(solution.y[0, 0] - 1 / (1 + test_beta)) < 2e-3

# ---------------- attraction, eV and angstrom ----------------
a_A = radius * 1e10
contact = molecule_radius * 1e10


def potential(r, a):
    return -8 * C3 * a**3 / (r * r - a * a)**3


def capture_squared(energy, a):
    z = np.geomspace(contact, 3000, 4000)
    r = a + z
    return np.min(r**2 * (1 - potential(r, a) / energy))


def attraction_factor(a):
    u = np.linspace(0.01, 6, 600)
    b2 = np.array([capture_squared(x * x * kT_eV, a) for x in u])
    weight = 2 * u**3 * np.exp(-u * u)
    return np.sum(weight * b2) * (u[1] - u[0]) / a**2


def large_sphere_factor(a):
    return 1 + 8 / 3 * gamma(7 / 4) * (1.5 * C3 / (kT_eV * a**3))**0.25


r_test = a_A + 8
pair_sum = dblquad(lambda c, s: s * s / (r_test**2 + s * s
                   - 2 * r_test * s * c)**3, 0, a_A, -1, 1,
                   epsabs=1e-12, epsrel=1e-8)[0]
direct_potential = -(6 * C3 / np.pi) * 2 * np.pi * pair_sum
assert abs(direct_potential / potential(r_test, a_A) - 1) < 1e-4

energy = 2 * kT_eV
b_capture = np.sqrt(capture_squared(energy, a_A))


def is_captured(b):
    def motion(t, y):
        r2 = y[0]**2 + y[1]**2
        pull = -48 * C3 * a_A**3 / (r2 - a_A**2)**4
        return [y[2], y[3], pull * y[0], pull * y[1]]

    def touch(t, y):
        return np.hypot(y[0], y[1]) - a_A - contact
    touch.terminal = True
    speed = np.sqrt(2 * energy)
    path = solve_ivp(motion, (0, 10 * a_A / speed),
                     [-5 * a_A, b, speed, 0], events=touch,
                     rtol=1e-8, atol=1e-8, max_step=a_A / (20 * speed))
    assert path.success
    return len(path.t_events[0]) > 0


assert is_captured(0.99 * b_capture)
assert not is_captured(1.01 * b_capture)
enhancement = attraction_factor(a_A)
enhancement_large = large_sphere_factor(a_A)
# the closed form omits terms of second order in distance over radius
assert abs(enhancement - enhancement_large) < 0.02
big = 100 * a_A
assert abs((attraction_factor(big) - 1)
           / (large_sphere_factor(big) - 1) - 1) < 0.02

# ---------------- particle coagulation ----------------
particle_mass = solid_density * 4 / 3 * np.pi * radius**3
particle_speed = mean_speed(kT, particle_mass)
K = np.pi * (2 * radius)**2 * np.sqrt(2) * particle_speed
halving_time = 2 / (K * particle_density)
v1, v2 = rng.normal(size=(2, 300000, 3))
speed_ratio = np.linalg.norm(v1 - v2, axis=1).mean() \
    / np.linalg.norm(v1, axis=1).mean()
assert abs(speed_ratio - np.sqrt(2)) < 0.01
count = solve_ivp(lambda t, y: -0.5 * K * particle_density * y**2,
                  (0, halving_time), [1.0], rtol=1e-8)
assert abs(count.y[0, -1] - 0.5) < 1e-5

# ---------------- walls and silane ----------------
wall_time = gap**2 / (np.pi**2 * D)
points = 400
step = gap / (points + 1)
lowest = eigh_tridiagonal(np.full(points, 2 * D / step**2),
                          np.full(points - 1, -D / step**2),
                          eigvals_only=True, select='i',
                          select_range=(0, 0))[0]
assert abs(lowest * wall_time - 1) < 1e-4
silane_density = silane_fraction * gas_density
insertion_rate = k_insertion * silane_density
equal_silane = rate / k_insertion
assert insertion_rate > rate

# ---------------- printed numbers ----------------
print(f"temperature: {temperature:.0f} K")
print(f"particle density: {particle_density*1e-6:.1e} cm^-3")
print(f"particle radius: {radius*1e9:.1f} nm")
print(f"SiH2 mass: {mass/amu:.3f} u")
print(f"thermal energy: {kT_eV:.5f} eV")
print(f"mean SiH2 speed: {vbar:.1f} m/s")
print(f"particle cross-section: {area*1e18:.2f} nm^2")
print(f"scavenging rate: {rate:.1f} s^-1")
print(f"scavenging lifetime: {tau*1e3:.3f} ms")
print(f"same lifetime: {tau/const.value('atomic unit of time'):.3e} a.u.")
print(f"mean path to capture: {vbar*tau:.3f} m")
print(f"free-flight count / formula: {mc_ratio:.4f}")
print(f"hits counted: {hits}")
print(f"slowest decay rate * tau, renewal 1000/tau: {slowest:.6f}")
print(f"survival at tau without renewal: {survival_no_renewal:.4f}")
print(f"survival at tau, exponential: {np.exp(-1):.4f}")
print(f"carrier pressure: {pressure_torr:.0f} Torr")
print(f"gas density: {gas_density*1e-6:.3e} cm^-3")
print(f"collision diameter (rough input): {diameter*1e9:.2f} nm")
print(f"diffusion coefficient: {D*1e4:.3f} cm^2/s")
print(f"effective mean free path: {mean_free_path*1e9:.0f} nm")
print(f"mean free path / radius: {mean_free_path/radius:.1f}")
print(f"velocity renewal rate: {renewal_rate:.2e} s^-1")
print(f"rate factor from diffusion: {diffusion_factor:.4f}")
print(f"lifetime with diffusion: {tau/diffusion_factor*1e3:.3f} ms")
print(f"C3 (rough input): {C3:.1f} eV angstrom^3")
print(f"capture radius at energy 2kT: {b_capture/10:.2f} nm")
print(f"rate factor from attraction: {enhancement:.3f}")
print(f"same factor, large-sphere formula: {enhancement_large:.3f}")
print(f"lifetime with attraction: {tau/enhancement*1e3:.2f} ms")
print(f"molecule radius (rough input): {molecule_radius*1e9:.1f} nm")
size_tau = tau / (1 + molecule_radius / radius)**2
print(f"lifetime with molecule size only: {size_tau*1e3:.2f} ms")
print(f"lifetime at sticking 0.5: {tau/0.5*1e3:.2f} ms")
print(f"silicon density (rough input): {solid_density/1000:.2f} g/cm^3")
print(f"mean particle speed: {particle_speed:.2f} m/s")
print(f"coagulation coefficient: {K*1e6:.2e} cm^3/s")
print(f"time to halve particle number: {halving_time:.3f} s")
print(f"wall gap: {gap*100:.1f} cm")
print(f"wall-loss time: {wall_time:.3f} s")
print(f"silane fraction: {silane_fraction*100:.1f} percent")
print(f"silane density: {silane_density*1e-6:.2e} cm^-3")
print(f"insertion constant (rough input): {k_insertion*1e6:.0e} cm^3/s")
print(f"insertion lifetime: {1e6/insertion_rate:.2f} microseconds")
print(f"scavenging / insertion rate: {rate/insertion_rate:.2e}")
print(f"silane density for equal rates: {equal_silane*1e-6:.2e} cm^-3")
print("no test failed")
```

It prints:

```
temperature: 900 K
particle density: 1.0e+09 cm^-3
particle radius: 10.0 nm
SiH2 mass: 30.101 u
thermal energy: 0.07756 eV
mean SiH2 speed: 795.6 m/s
particle cross-section: 314.16 nm^2
scavenging rate: 250.0 s^-1
scavenging lifetime: 4.001 ms
same lifetime: 1.654e+14 a.u.
mean path to capture: 3.183 m
free-flight count / formula: 0.9890
hits counted: 19367
slowest decay rate * tau, renewal 1000/tau: 0.999822
survival at tau without renewal: 0.3998
survival at tau, exponential: 0.3679
carrier pressure: 760 Torr
gas density: 8.154e+18 cm^-3
collision diameter (rough input): 0.40 nm
diffusion coefficient: 0.823 cm^2/s
effective mean free path: 310 nm
mean free path / radius: 31.0
velocity renewal rate: 3.02e+09 s^-1
rate factor from diffusion: 0.9764
lifetime with diffusion: 4.097 ms
C3 (rough input): 3.0 eV angstrom^3
capture radius at energy 2kT: 10.97 nm
rate factor from attraction: 1.223
same factor, large-sphere formula: 1.214
lifetime with attraction: 3.27 ms
molecule radius (rough input): 0.2 nm
lifetime with molecule size only: 3.85 ms
lifetime at sticking 0.5: 8.00 ms
silicon density (rough input): 2.33 g/cm^3
mean particle speed: 1.80 m/s
coagulation coefficient: 3.20e-09 cm^3/s
time to halve particle number: 0.625 s
wall gap: 2.0 cm
wall-loss time: 0.492 s
silane fraction: 0.1 percent
silane density: 8.15e+15 cm^-3
insertion constant (rough input): 1e-10 cm^3/s
insertion lifetime: 1.23 microseconds
scavenging / insertion rate: 3.07e-04
silane density for equal rates: 2.50e+12 cm^-3
no test failed
```
